Polarization Modulo a Quantum and Its Change Along a Gapped Path

A ferroelectric tunnel memory stores a bit in the polarization of an insulating film a few nanometres thick. A voltage pulse reverses the polarization, and charge flows through the external circuit. That charge is measurable, but the polarization before the pulse is harder to define. Take point charges +Q and −Q alternating along a line at spacing a/2. A cell that starts at a positive charge has dipole −Qa/2, and one that starts at a negative charge has dipole +Qa/2, although the crystal is the same. What, then, does the crystal determine, and what does the pulse measure?

Suppose first that the electrodes are ideal and short-circuited before and after switching, so that the field in the film vanishes. The free charge per area on an electrode is the displacement D = ε₀E + P = P, and the circuit carries ΔP. Inside the crystal the same quantity is the time integral of the cell-averaged current density J. The task is to express this integral through the crystal's states.

**Setting and static definition**

Consider chains along z with period a, one chain per area A, so the cell volume is Ω = aA. The electrons have charge −e, move independently in a periodic potential (a mean-field picture), and fill N bands with two spins each. Cores of charge eZ_s sit at τ_s, and the cell is neutral: Σ Z_s = 2N. A parameter λ describes the structure, and a gap separates filled from empty bands all along the path.

Write ψ_k = e^{ikz}u_k, with u_k periodic in z and normalized over one cell. It is an eigenstate of

H_k = (p + ħk)²/2m + V(z).

With G = 2π/a, choose phases smooth in k with ψ_{k+G} = ψ_k, hence u_{k+G} = e^{−iGz}u_k. For one band the Wannier function of the home cell is

w(z) = (a/2π) ∫ dk ψ_k(z), over one period G.

It has norm one because ⟨ψ_k′|ψ_k⟩ = (2π/a) δ(k−k′). To find its centre, use z e^{ikz} = −i∂_k e^{ikz} and integrate by parts. The boundary term vanishes because ψ_k is periodic in k:

z w = (a/2π) ∫ dk e^{ikz} i∂_k u_k.

Taking the overlap with w, the delta function removes one k integral:

z̄ = ⟨w|z|w⟩ = (a/2π) ∫ dk i⟨u_k|∂_k u_k⟩.   (1)

A new phase u_k → e^{iφ(k)}u_k adds −(a/2π)[φ(k+G) − φ(k)]. Since e^{iφ} is periodic in k, the bracket is a multiple of 2π, and z̄ moves by a whole number of cells. For N bands, phases become unitary matrices U_k that mix the filled bands. The sum of the centres then gains

(a/2π) ∫ dk i tr(U†∂_kU) = −(a/2π) ∫ dk ∂_k arg det U,

again a multiple of a. Individual centres may change by other amounts, but their sum is fixed modulo a. Define

P = (e/Ω) [Σ_s Z_s τ_s − 2 Σ_n z̄_n].   (2)

Neutrality makes P independent of the origin. Each core may be represented by its copy in another cell, which changes P by a multiple of eZ_s a/Ω. Each electron pair may be moved likewise, which changes P by a multiple of 2ea/Ω. The integer combinations of these steps are the multiples of

P_q = e g a/Ω = e g/A, with g the greatest common divisor of 2 and all Z_s.

The crystal thus determines a ladder of values with spacing P_q. If it has inversion symmetry, the ladder must map onto itself under P → −P. It then contains either zero or P_q/2, and the second case is not a ferroelectric moment.

In three dimensions, (1) is evaluated along k in one reciprocal direction and averaged over the transverse k. The phase is continued smoothly across the transverse plane, so a relabelling shifts all lines by the same integer. The quantum becomes the vector e g R/Ω, with R a lattice vector. This requires filled bands with zero Chern numbers, since otherwise localized Wannier functions do not exist.

**First derivation: follow the moving Wannier functions**

Let the structure change during a time T, and let each Wannier function evolve by the Schrödinger equation. The evolution is unitary and keeps the lattice period, so the functions stay orthonormal and remain translated copies of one another. For a local potential (i/ħ)[H, z] = p/m, and therefore

d⟨w|z|w⟩/dt = ⟨w|p/m|w⟩.

The right side is the mean velocity of one electron. Every cell contributes equally, so the electrons give J = −(2e/Ω) Σ_n d⟨w_n|z|w_n⟩/dt. The cores add (e/Ω) Σ Z_s dτ_s/dt. The current is therefore the time derivative of (2), evaluated with the evolved functions. Slowness has not yet been used.

It remains to relate the evolved centre to the instantaneous band. With a gap and a smooth slow ramp, the adiabatic theorem gives, for one band,

v_k = e^{iθ}(c u_k + δ), ⟨u_k|δ⟩ = 0, c² = 1 − ⟨δ|δ⟩, δ = O(1/T).

Insert this in the integrand of (1), using ⟨u|∂_kδ⟩ = −⟨∂_ku|δ⟩:

i⟨v|∂_kv⟩ = −∂_kθ + c² i⟨u|∂_ku⟩ + ic(⟨δ|∂_ku⟩ − ⟨∂_ku|δ⟩) + i⟨δ|∂_kδ⟩ + ic∂_kc.

The third term is O(1/T). In the fourth, δ may carry phases such as E_k t/ħ, whose k derivative grows as T, so ∂_kδ can be of order one. The product is still O(1/T). The last term cancels the imaginary part of the fourth, because v has fixed norm. The first term integrates to a multiple of a. Hence

evolved centre = z̄(λ) + (integer) a + O(1/T).

For N bands, e^{iθ} becomes a unitary matrix, θ becomes the phase of its determinant, and the same estimates hold for the sum.

The evolved centre moves continuously in time. Once T is large enough, it cannot hop between values a apart, so the integer is settled by continuity. As T → ∞,

ΔP = (e/Ω) [Σ_s Z_s Δτ_s − 2 Δ(Σ_n z̄_n)],   (3)

where both changes are tracked continuously along the path. A different starting rung of the ladder cancels in the difference.

**Second derivation: calculate the current**

Now compute the velocity at fixed k to first order in the rate λ̇. Write the evolving state as e^{iθ}(u_n + Σ_m c_m u_m), with m ≠ n. In the Schrödinger equation the zeroth order gives −ħ dθ/dt = E_n. Projection on u_m gives, to first order,

E_n c_m + iħλ̇⟨u_m|∂_λu_n⟩ = E_m c_m,

c_m = −iħλ̇ ⟨u_m|∂_λu_n⟩/(E_n − E_m).

The time derivative of c_m is of higher order, and a smooth start leaves no first-order ringing. The velocity operator is ∂_kH_k/ħ. Its zeroth-order mean, ∂_kE_n/ħ, integrates to zero over the band. The first-order mean is

2 Re Σ_m c_m ⟨u_n|∂_kH|u_m⟩/ħ.

Differentiating H u_n = E_n u_n with respect to k and projecting on u_m gives ⟨u_m|∂_ku_n⟩ = ⟨u_m|∂_kH|u_n⟩/(E_n − E_m). The mean velocity becomes

2λ̇ Im Σ_m ⟨∂_ku_n|u_m⟩⟨u_m|∂_λu_n⟩ = −2λ̇ Im⟨∂_λu_n|∂_ku_n⟩.

The missing term m = n could be restored because it is a product of two imaginary numbers, which is real. In the sum over filled bands, the terms for a pair of filled states n, m and for m, n are complex conjugates, so their imaginary parts cancel. Only empty m remain, and the displacement per change of λ is

dZ/dλ = −(a/π) ∫ dk Im Σ_{n filled, m empty} ⟨u_n|∂_λH|u_m⟩⟨u_m|∂_kH|u_n⟩/(E_n − E_m)²,   (4)

where Z is the summed electron position. The denominators show what the gap does: it keeps the response finite.

To recover the Wannier centres, expand the derivatives in

∂_λ(i⟨u|∂_ku⟩) − ∂_k(i⟨u|∂_λu⟩) = i⟨∂_λu|∂_ku⟩ − i⟨∂_ku|∂_λu⟩ = −2 Im⟨∂_λu|∂_ku⟩.

The mixed second derivatives have cancelled. Integrate over k. The second term on the left gives the difference of i⟨u|∂_λu⟩ between k + G and k, which is zero because the factor e^{−iGz} does not depend on λ. Hence dZ/dλ = d(Σ z̄_n)/dλ. Adding the cores and integrating over λ gives (3) again.

**What each derivation assumes**

Both assume independent electrons, a periodic potential without macroscopic field, a slow ramp and an open gap. The first needs localized Wannier functions and the state to leading order only. It treats the current as motion of charge packets, and continuity of that motion selects the branch. The second needs the state to first order in the rate, but no localized functions to obtain (4). It therefore gives the current also in three-dimensional bands whose Chern numbers forbid such functions. Wannier centres enter it at the last step.

Neither derivation says that the two end structures fix ΔP. Follow one gapped path forward and another back. The crystal returns to itself, core s has moved by n_s cells, and the summed centre by C cells. If identical cores have exchanged places, their separate n_s may be fractions, but the sum over them is whole. The two changes of P differ by

(ea/Ω)(Σ Z_s n_s − 2C),

a whole number of quanta, possibly zero. Under a continuous deformation with fixed ends and an open gap, this difference varies continuously. Being quantized, it stays constant. The correct statement is therefore that a gapped path fixes ΔP, and so does its whole family of gapped deformations. At a gap closing the argument fails.

**A chain that can be solved**

Let a cation core of charge +2 sit at a/2 + u. A neutral anion core at z = 0 hosts the electron pair. Take

V = −2V_B cos Gz − 2V_A cos G(z − a/2 − u) = −2 Re(W e^{iGz}), W = V_B − V_A e^{−iGu}.

This is one cosine with its minimum at z₀ = −arg W/G. Reflection about z₀ permits the centres z₀ or z₀ + a/2, modulo a. A numerical Wannier function decides between them below. Continuity then extends the choice,

z̄ = −arg W/G (modulo a),   (5)

to every W reached with the gap open. At the zone edge, the plane waves e^{±iGz/2} are coupled with strength |W|. In this two-wave approximation the gap is 2|W|, which closes at W = 0.

Choose a = 0.4 nm, A = a², V_A = 3 eV, V_B = 4.5 eV and u₀ = 0.015 nm. Then Gu₀ = 0.2356 and W = 1.583 + 0.700i eV, so arg W = 0.4165 and z̄ = −0.0265 nm. A Wannier function built from 11 plane waves at 40 values of k has the same centre. The computed band gap is 3.43 eV, against 2|W| = 3.46 eV.

The electrons move against the cation. For small u, (5) gives z̄ ≈ −uV_A/(V_B − V_A) = −2u, and the cation acts as if its charge were 2 + 4 = 6.

All core charges are even, so P_q = 2e/a² = 200.3 µC/cm². From (2),

P = (2e/a³)(a/2 + u − z̄), with 2e/a³ = 500.7 µC/cm² per nm.

At u = 0 this is 100.1 µC/cm², half a quantum, although the crystal is centrosymmetric. At u₀ it is 120.9 µC/cm², or −79.4 on the next lower rung. The spontaneous polarization is the change from the symmetric structure along the direct path: P_s = 500.7 × (0.0150 + 0.0265) = 20.8 µC/cm².

Now reverse the state from +u₀ to −u₀ by three gapped routes.

1. The cation crosses the cell centre. It moves by −0.030 nm and the electrons by +0.053 nm, so ΔP = 500.7 × (−0.083) = −41.6 µC/cm².
2. The cation continues forward through the anion plane to a − u₀, which is the same crystal as −u₀. It moves by +0.370 nm and the electrons again by +0.053 nm, so ΔP = +158.7 µC/cm².
3. The cation takes the central route while V_A rises to 6 eV halfway and returns. W now passes the origin on its other side. The electrons move by 0.053 − 0.400 = −0.347 nm, and again ΔP = +158.7 µC/cm².

The second and third results differ from the first by one quantum, carried by the core in one case and by the electrons in the other. The third route is a device for exposing the role of the gap, not a proposed switching process. With u = u₀ cos πx and V_A = (3 + 3 sin πx) eV for x from 0 to 1, its smallest computed gap is 1.8 eV; other timings of V_A against u give other values. At u = 0 with V_A = V_B the gap vanishes, and this point separates the first route from the third.

Integrating the time-dependent Schrödinger equation for the first two routes, with smooth ramps of 36 and 72 fs, gives an electron displacement of 0.0530 nm in both. These ramps are already slow on the scale set by the gap.

A full advance of the cation by one cell shows a further case. With V_A = 3 eV the electrons return to their starting place and P changes by one quantum. With V_A = 6 eV they travel one cell with the cation, and the two contributions cancel.

**Beside a real tunnel film**

Cell length, gap and polarization lie in the rough regime of barium titanate, with a cell near 0.4 nm, a gap near 3 eV and a bulk polarization near 25 µC/cm². The model's electronic permittivity, 3.5 from second-order perturbation theory with fixed cores, is low beside a rough 5 to 6. The displacement u is prescribed, and electron interaction, strain and transverse dispersion are omitted.

Real electrodes break the zero-field assumption. Let each have an effective screening length ℓ, so that it drops a voltage ℓD/ε₀. A film cut from whole neutral cells of this chain is polar: its polarization lies on the ladder found above, 120.9 or −79.4 µC/cm², not at P_s. Assume that fixed interface charges of one e per chain cancel the half quantum, so that only P_s remains to be screened. For a short-circuited film of thickness d and permittivity ε,

D = ε₀εE + P_s and Ed + 2ℓD/ε₀ = 0,

E = −2ℓP_s/[ε₀(d + 2ℓε)], D = P_s d/(d + 2ℓε).

For eight cells, d = 3.2 nm, and a chosen ℓ = 0.02 nm, the field is −2.8 MV/cm and the film drops 0.90 V. The electrode charge is 0.958 P_s = 19.9 µC/cm², about 4% below the ideal value. Without the compensating interface charges, the same formula with 120.9 or −79.4 µC/cm² would give drops of 5.2 or 3.4 V, which reach the gap. These figures hold the cores at u₀. The field also pushes the cores back towards the symmetric structure, and in a soft ferroelectric this can remove much of the polarization or all of it. The 4% is therefore a lower bound on the loss in this eight-cell model film at the chosen ℓ, not an estimate for a real one.

Tunnelling also disturbs the charge measurement. In this model, at 0.5 V and the chosen ℓ, it outweighs the fixed-core screening loss once the pulse lasts longer than about 1 ns. The Schrödinger equation, integrated through the eight cells at midgap between electrodes with 5 eV kinetic energy, gives a transmission of about 7 × 10⁻⁸. One spin-degenerate channel per chain at 0.5 V then carries (2e²/h) × transmission × voltage/a², or about 1.6 × 10³ A/cm². In 10 ns this leaks 16 µC/cm², and in about 25 ns it equals the 41.6 µC/cm² switched by the direct route. This low-bias estimate neglects the tilt of the barrier by the fields in the film, and it depends exponentially on thickness and barrier. An electrode level near either band edge, instead of midgap, leaks far more. The carrier mass matters as much: the model's band-edge masses are light, about 0.5 and 0.3 of the electron mass, and a mass near the free-electron value would lower the leakage by several orders of magnitude. The figures therefore describe the model, not barium titanate. Where leakage is this large, it must be subtracted or the pulse shortened before the circuit charge gives ΔP, and the loss from imperfect screening, 4% for the chosen ℓ and thickness with fixed cores and more when they relax, still remains.

Temperature is considered here only with the mean displacement held at u₀. At 300 K the carrier factor exp(−gap/2k_BT) is about 10⁻²⁹. Averaging P_s over a Gaussian thermal displacement of u, the same in every cell, with an assumed rms of 0.005 nm lowers it from 20.8 to 20.4 µC/cm². Doubling the rms lowers it to 19.5 µC/cm², so the size of this loss rests on the assumed value.
